# Choosing the Damping of Discrete Leads for Finite-Temperature Currents

A chain of atoms bridges two metal electrodes at different chemical potentials. If each electrode is represented by a finite set of levels, charge flows for a while, reflects from the far ends of the leads and sloshes back, so no steady current survives. Damping each lead level toward its Fermi occupation restores a steady state, at the price of a parameter, the damping $\gamma$. This guide derives how the current depends on $\gamma$, where it comes close to the Landauer current, and when a flat-looking maximum misleads.

## The model behind the setting

Electrons do not interact. The chain has $M$ sites; each lead has $N$ levels $\varepsilon_k$ with spacing $\Delta$ in a band $[-D,D]$, coupled to the end site by $v$, with $v^2=\Gamma_0\Delta/2\pi$. The one-electron matrix $h$ is real and symmetric. Level $k$ gains electrons at rate $\gamma f_k/\hbar$ and loses them at rate $\gamma(1-f_k)/\hbar$, where $f_k$ is its lead's Fermi function at $\varepsilon_k$. Thus $\gamma$ is an energy. The bias energy $V$ enters through the chemical potentials $\pm V/2$; levels stay fixed.

Let $C_{ij}=\langle c_j^\dagger c_i\rangle$ and $O=c_j^\dagger c_i$. A jump operator $L$ changes $\langle O\rangle$ through $\frac12\langle L^\dagger[O,L]+[L^\dagger,O]L\rangle$. For the loss $L=c_k$ the commutators give $-\frac12(\delta_{ik}+\delta_{jk})O$. For the gain $L=c_k^\dagger$ they give $\delta_{ik}\delta_{jk}-\frac12(\delta_{ik}+\delta_{jk})O$. The rates multiplying the decay add to $\gamma$, whatever $f_k$. With $P$ the projector on lead levels, $F$ the diagonal matrix of $f_k$, and $h_{\rm eff}=h-i\gamma P/2$, the steady state obeys

$$-i(h_{\rm eff}C-Ch_{\rm eff}^\dagger)+Q=0,\qquad Q=\gamma PF. \tag{1}$$

Diagonalize $h_{\rm eff}=XEX^{-1}$ and write $C=XYX^\dagger$. Then $Y_{ab}=-i(X^{-1}QX^{-1\dagger})_{ab}/(E_a-E_b^*)$. The $kk$ element of (1) equates injection into level $k$ with flow onto the chain, $\gamma(f_k-n_k)=2v\,{\rm Im}\,C_{k1}$, where $n_k=C_{kk}$. Summing over the left lead gives $J$, and the current with spin is $I=2eJ/\hbar$, or 486.8 µA per eV of $J$.

## From damped levels to Landauer

Let $G(\omega)=(\omega-h_{\rm eff})^{-1}$. The solution of (1) is $C=\int\frac{d\omega}{2\pi}GQG^\dagger$. To verify it, use $h_{\rm eff}G=\omega G-1$: the bracket in (1) becomes $\int\frac{d\omega}{2\pi}(GQ-QG^\dagger)$. All poles of $G$ lie in the lower half-plane, so the symmetric integral of $G/2\pi$ is $-i/2$ and the bracket is $-iQ$, as required.

If every $f_j=1$, then $C=1$ solves (1), hence $\sum_j\gamma\int\frac{d\omega}{2\pi}|G_{kj}|^2=1$, with $j$ running over lead levels. Therefore

$$\gamma(f_k-n_k)=\sum_j\gamma^2(f_k-f_j)\int\frac{d\omega}{2\pi}|G_{kj}|^2 .$$

Since $G$ is symmetric, pairs within the left lead cancel on summing over $k$. For levels in opposite leads $G_{kl}=v^2G_{1M}/[(\omega-\varepsilon_k+i\gamma/2)(\omega-\varepsilon_l+i\gamma/2)]$, so

$$J=\int\frac{d\omega}{2\pi}|G_{1M}|^2\sum_{k\in L,\,l\in R}\Gamma_k\Gamma_l(f_k-f_l),\quad \Gamma_k=\frac{v^2\gamma}{(\omega-\varepsilon_k)^2+\gamma^2/4}. \tag{2}$$

Make the levels dense first and then let $\gamma\to0$. Inside the band $\sum_k\Gamma_k\to2\pi v^2/\Delta=\Gamma_0$, occupations are taken at $\omega$, and (2) becomes Landauer's formula

$$J_0=\int\frac{d\omega}{2\pi}\,T(\omega)(f_L-f_R),\qquad T=\Gamma_0^2|G_{1M}|^2 .$$

The order of limits matters: at fixed $\Delta$, $\gamma\to0$ stops the current.

## The two wrong regimes

**Weak damping.** Let $\gamma$ be far below the gaps between eigenvalues of $h$. Mode $\alpha$ has weight $p_{k\alpha}$ on level $k$ and total lead weight $w_\alpha$, so its width is $\gamma w_\alpha$. Cross terms between modes are suppressed, and each squared resonance integrates to $1/(\gamma w_\alpha)$:

$$J=\gamma\sum_{k\in L,\,l\in R}(f_k-f_l)\sum_\alpha\frac{p_{k\alpha}p_{l\alpha}}{w_\alpha}.$$

With mirror symmetry each lead carries $w_\alpha/2$. Doing the free sum in each term and using $\sum_\alpha p_{k\alpha}=1$ gives

$$J=\frac{\gamma S}{2},\qquad S=\sum_k(f_k^L-f_k^R).$$

The chain has dropped out: the reservoirs' refilling rate is the bottleneck.

**Strong damping.** For $\gamma$ far above all band energies, $\Gamma_k\to4v^2/\gamma$. Each end then has total rate $W=4Nv^2/\gamma$, assumed small against the chain's mode spacing. In a mirror-symmetric chain, mode $m$ has equal weight $a_m$ on both ends, so its occupation settles midway between the mean lead occupations $\bar f_L$ and $\bar f_R$. It carries $a_mW(\bar f_L-\bar f_R)/2$. Since $\sum_ma_m=1$,

$$J=\frac{2v^2S}{\gamma}.$$

Rapid damping now blocks coherent transfer out of the leads. The asymptotes reach $J_0$ at $\gamma_1=2J_0/S$ and $\gamma_2=2v^2S/J_0$, whose geometric mean is $2v$. These mark the turnover, but they do not measure accuracy inside it.

## Left edge: the leads must not echo

For an infinite comb, the lead self-energy is $\frac{\Gamma_0}{2}\cot[\pi(\omega+i\gamma/2)/\Delta]$, up to a shift of $\omega$. With $r=e^{2\pi i(\omega+i\gamma/2)/\Delta}$ it equals $-i\frac{\Gamma_0}{2}\frac{1+r}{1-r}$. Here $r$ is the amplitude for a round trip through the lead; $r=0$ is a continuous lead. The broadening, minus twice the imaginary part, is $\Gamma_0(1-q)/|1-r|^2$, where $q=|r|^2=e^{-2\pi\gamma/\Delta}$.

Take a mirror-symmetric chain, $T$ constant over a spacing, and a smooth bias window. Let $g_\pm=G_{11}\pm G_{1M}$ be the even and odd end functions at $r=0$. Each sector has one channel, so $s_\pm=1-i\Gamma_0g_\pm$ has modulus one, and $T=|s_+-s_-|^2/4$. Restoring $r$ adds $-i\Gamma_0r/(1-r)$ to the self-energy, giving

$$i\Gamma_0g_\pm(r)=\frac{(1-s_\pm)(1-r)}{1-rs_\pm}=(1-r)\left[1-\frac{s_\pm(1-r)}{1-rs_\pm}\right].$$

The difference of sectors, multiplied by the broadening, gives the transmission

$$T_r=\frac{(1-q)^2}{4}\left|\frac{s_+}{1-rs_+}-\frac{s_-}{1-rs_-}\right|^2 .$$

Expand in powers of $r$ and average over its phase; cross terms vanish. With $s_+/s_-=e^{i\phi}$ and $\cos\phi=1-2T$,

$$T_{\rm eff}=\frac{(1-q)^2}{2}\sum_{n\ge0}q^n[1-\cos(n+1)\phi]
=\frac{(1-q)^2}{2}\left[\frac1{1-q}-\frac{1-2T-q}{(1-q)^2+4qT}\right].$$

Over a common denominator the bracket's numerator is $2T(1+q)$. Dividing numerator and denominator by $4q$ then yields

$$T_{\rm eff}=T\,\frac{\sinh y\cosh y}{\sinh^2y+T},\qquad y=\frac{\pi\gamma}{\Delta}. \tag{3}$$

For $T=1$ this is $\tanh y$, a monotonic rise. For large $y$ it is $T[1+2(1-2T)e^{-2y}]$, so for $T<1/2$ the plateau is approached from above. For small $T$ and $y$, (3) becomes $Ty/(y^2+T)$, with a maximum $\sqrt T/2$ at $y=\sqrt T$. This hump comes from resonance between aligned left and right levels. It can exceed the Landauer value many times over. Equation (3) assumes a mirror-symmetric chain; in an asymmetric one the hump can be much lower and lie at a different damping.

## Right edge: the chain must not see the broadening

Now let the levels be dense and the band flat and wide. The sums in (2) replace each $f(\omega)$ by its convolution with a Lorentzian of full width $\gamma$. Exchanging the integrals moves the convolution onto the transmission:

$$J=\int\frac{d\varepsilon}{2\pi}\widetilde T(\varepsilon)(f_L-f_R),\qquad
\widetilde T-T=\frac{\gamma}{2\pi}\int d\omega\frac{T(\omega)-T(\varepsilon)}{(\omega-\varepsilon)^2+\gamma^2/4}.$$

The error is linear in $\gamma$ at small $\gamma$, negative at the highest transmission peak and positive in a deep minimum. The relevant scale is the energy over which $T$ varies; in this wide-band model, $\gamma$ need not be below $k_BT_{\rm el}$, with $T_{\rm el}$ the electron temperature.

One level at zero energy, coupled equally to both leads, has $T=\Gamma_0^2/(\omega^2+\Gamma_0^2)$. Convolution preserves the area and adds half-widths, so

$$\widetilde T=\frac{\Gamma_0(\Gamma_0+\gamma/2)}{\varepsilon^2+(\Gamma_0+\gamma/2)^2}.$$

Damping acts here as extra resonance width. A narrow level therefore requires $\gamma\ll2\Gamma_0$, unless the bias window is wide enough to contain nearly all of the broadened resonance, whose area is unchanged.

## Choosing the value

Near $T=1$, combine the two leading errors, with $\kappa$ the linear loss coefficient:

$$J\approx J_0(1-2e^{-2\pi\gamma/\Delta}-\kappa\gamma).$$

Setting the derivative to zero gives $(4\pi/\Delta)e^{-2\pi\gamma/\Delta}=\kappa$, hence

$$\gamma_*=\frac{\Delta}{2\pi}\ln\frac{4\pi}{\kappa\Delta}. \tag{4}$$

The best single damping is therefore close to the level spacing, up to a logarithm. Better still is $2J(\gamma)-J(2\gamma)$: if $J/J_0=1-\kappa\gamma+b\gamma^2$, the linear terms cancel and $1-2b\gamma^2$ remains. Taking $\gamma=1.5\Delta$ makes the echo term in $J(\gamma)$ equal to $2e^{-3\pi}$, under 0.02%; the combination doubles it, to about 0.03%.

Temperature sets a separate condition, because the occupations are sampled at discrete levels. For levels at half-integer multiples of $\Delta$, Poisson summation turns $\Delta S$ into $V$ plus Fourier components of $f_L-f_R$ at $2\pi m/\Delta$, with sign $(-1)^m$. The component at $q'$ is $(2/q')\sin(q'V/2)$ times the thermal factor $\pi k_BT_{\rm el}q'/\sinh(\pi k_BT_{\rm el}q')$, which is the transform of $-df/d\varepsilon$. The $m=\pm1$ terms give

$$\frac{\Delta S}{V}-1\approx-\frac{4\pi k_BT_{\rm el}}{V}\,\frac{\sin(\pi V/\Delta)}{\sinh(2\pi^2k_BT_{\rm el}/\Delta)}. \tag{5}$$

When $T$ is nearly constant across the window, the plateau current inherits this relative error. Damping does not remove it; smaller $\Delta$ does.

In practice:

1. Scan $\gamma$ logarithmically and refine the maximum.
2. Compute $2J(\gamma)-J(2\gamma)$ at $\gamma=1.5\Delta$.
3. Reduce $\Delta$ until the result settles, using several spacings. Also compare currents at one fixed $\gamma$: on a plateau they hold steady as $\Delta$ shrinks, once the sampling error (5) is small; at or beyond the top of a false hump they fall, and on its rising side they grow. A steady value does not exclude an error from broadening, which depends on $\gamma$ rather than $\Delta$; check that by lowering $\gamma$ together with $\Delta$. The position and height of the maximum are no test: by (3) and (4), in a mirror-symmetric chain a false hump and a true optimum both move with $\Delta$, and for small $T$ the false hump keeps its transmission $\sqrt T/2$.
4. Set the bias to zero. A remaining current signals an artefact of the fixed occupations.

The last step matters when the lead bands differ. By (2), proportional left and right spectra cancel pairwise at zero bias. Unequal bands need not cancel, because a broadened level keeps the occupation of its centre even where its tail lies at another energy.

## A three-atom chain

Take $M=3$, site energies zero, hopping 1 eV, $\Gamma_0=1.5$ eV, $D=3$ eV, 300 K and $V=0.2$ eV. With $N=100$, $\Delta=6/100=0.06$ eV. The Landauer current is 15.45 µA, so $J_0=15.45/486.8=0.0317$ eV. With $S=3.335$, the crossings are $\gamma_1=2(0.0317)/3.335=0.019$ eV and $\gamma_2=3.01$ eV.

| $\gamma$ (eV) | $I$ (µA) |
|---|---|
| 0.001 | 0.811 |
| 0.01 | 7.44 |
| 0.1 | 15.18 |
| 1 | 13.24 |
| 10 | 4.37 |
| 100 | 0.465 |

The maximum, 15.24 µA, lies 1.3% below Landauer at $\gamma=0.067$ eV. A separate quadrature with continuous leads, comparing $\gamma=\Delta$ with Landauer, gives $\kappa=0.181$ eV⁻¹. This value includes the finite band; the wide-band convolution formula gives about 0.35 eV⁻¹ for the same chain, so $\kappa$ must be computed for the actual lead. Equation (4) then predicts $(0.06/2\pi)\ln[4\pi/(0.181\times0.06)]=0.067$ eV. The current stays within 5% of its maximum from 0.034 to 0.39 eV. At the geometric middle, $2v=0.24$ eV, it is 4.0% below Landauer, so centring $\gamma$ between the asymptotes is a poorer choice here.

Extrapolation gives 16.01, 15.44 and 15.44 µA for 50, 100 and 200 levels. The first is 3.6% above Landauer. Equation (5) accounts for this, less a smaller error of opposite sign: at $\Delta=0.12$ eV it gives $+4.0\%$. At 100 levels it gives $+0.06\%$, partly offsetting a residual of opposite sign, and the total error is $-0.07\%$. At 200 levels the error is $-0.06\%$. The tiny shift between the last two results is therefore not an error bar.

**A narrow level.** With one site and $\Gamma_0=0.1$ eV, keeping 100 levels and setting $\gamma=0.12$ eV, the damped current is 8.42 µA. The broadened-level formula gives 8.27 µA, close despite its infinite band, while Landauer gives 11.48 µA. The damping that suits the broad chain loses 27% here. Extrapolation at $\gamma=1.5\Delta$ with 100 levels is still about 7% low, so $\Delta$ must be reduced further.

**An off-resonant chain.** Raise all three site energies to 3 eV, with the other chain parameters unchanged. Now $T=0.00435$ at zero energy, and (3) places the hump at $\gamma=\sqrt T\,\Delta/\pi=0.00126$ eV. The computed current there is 0.512 µA, against 0.068 µA from Landauer. At $1.5\Delta=0.09$ eV it is still 0.178 µA, 2.6 times too large, because broadening admits transmission from distant resonances and, for about 40% of the excess, through bound states above the band edge that carry no Landauer current. That excess is nearly linear in $\gamma$, so a single damping would need $\gamma\approx0.003$ eV for a 5% error and, with $\Delta$ no larger, about 2000 levels per lead. Extrapolation is far cheaper: with 100 levels and $\gamma=0.09$ eV, $2J(\gamma)-J(2\gamma)$ comes within 1% of Landauer.

**Unequal bands.** With site energies 0.5, 0 and $-0.2$ eV, $\gamma=0.09$ eV and zero bias, identical bands give zero current to rounding. Shifting the right band up by 1.2 eV produces a spurious 0.62 µA.

## How far this resembles a gold chain

The parameters are rough, round values in the regime of a gold atomic chain, whose conductance is known to lie near one quantum, $2e^2/h$. That quantum would carry 15.5 µA at 0.2 V, close to the model. The agreement reflects near-perfect transmission at the chosen alignment; it does not validate the flat band or the couplings. Real contacts need not place the site energies at the Fermi level: a common 0.3 eV offset lowers the model's Landauer current by 6.5%. Frozen thermal displacements, estimated with a 15 meV vibration and a hopping decay of 10 nm⁻¹, lower it by 1.5% with the contacts held fixed. A linear potential drop along the chain, with half the bias falling between its end atoms, changes it by less than 0.01%. A one-pass mean-field charging estimate with a 2 eV repulsion is negligible, but it is not a self-consistent calculation. Additional d channels, inelastic scattering and heating by the current are left out. In this example the uncertainty in alignment exceeds the damping error, so a more finely tuned $\gamma$ would not make the prediction for a real junction more reliable. The numerical output below gives the full scan.

## Calculated quantities

```
temperature: 300 K
thermal energy: 0.02585 eV
bias: 0.2 V
hopping, lead width, half band: 1.0, 1.5, 3.0 eV
levels per lead: 100; spacing: 0.0600 eV
level coupling v: 0.1197 eV
sum of occupation differences: 3.335
many-body check, largest difference: 8.9e-16
Landauer current: 15.45 uA
damping 1.000e-05 eV: current 0.0081184 uA
damping 3.162e-05 eV: current 0.025673 uA
damping 1.000e-04 eV: current 0.081183 uA
damping 3.162e-04 eV: current 0.2567 uA
damping 1.000e-03 eV: current 0.81107 uA
damping 3.162e-03 eV: current 2.5432 uA
damping 1.000e-02 eV: current 7.4352 uA
damping 3.162e-02 eV: current 14.297 uA
damping 1.000e-01 eV: current 15.182 uA
damping 3.162e-01 eV: current 14.644 uA
damping 1.000e+00 eV: current 13.237 uA
damping 3.162e+00 eV: current 9.7233 uA
damping 1.000e+01 eV: current 4.3711 uA
damping 3.162e+01 eV: current 1.4614 uA
damping 1.000e+02 eV: current 0.46485 uA
damping 3.162e+02 eV: current 0.14708 uA
damping 1.000e+03 eV: current 0.046515 uA
damping at maximum: 0.06738 eV
predicted damping at maximum: 0.06736 eV
linear loss coefficient kappa: 0.181 1/eV
maximum current: 15.244 uA
maximum relative to Landauer: -1.33 %
5% plateau edges: 0.0335 and 0.3865 eV
asymptote crossings: 0.0190 and 3.0107 eV
geometric middle: 0.2394 eV
error at geometric middle: -4.03 %
at 0.3 spacing, solved and comb formula: 11.367, 11.392 uA
at 1.5 spacings, solved and continuum: 15.207, 15.201 uA
extrapolated, 50 levels: 16.005 uA, error 3.595 %
extrapolated, 100 levels: 15.439 uA, error -0.072 %
extrapolated, 200 levels: 15.441 uA, error -0.058 %
shift from 100 to 200 levels: 0.0021 uA
narrow level: width 0.1 eV, damping 0.120 eV
narrow solved, formula, Landauer: 8.42, 8.272, 11.48 uA
off-resonant site energy: 3.0 eV; transmission 0.004352
false-hump damping: 0.00126 eV
hump solved, formula, Landauer: 0.512, 0.5128, 0.06836 uA
off-resonant current at 1.5 spacings: 0.1775 uA
unequal-band test: sites 0.5, 0, -0.2 eV; right band shifted 1.2 eV
zero-bias current, equal and unequal bands: -1.6e-14, 0.617 uA
potential ramp changes current by: -0.0027 %
site error 0.3 eV changes current by -6.5 %
site occupation changes per spin: [-0.0002  0.      0.0002]
charging, U = 2.0 eV, changes current by -1.3e-07 %
vibration: 15 meV, hopping decay 10 /nm, rms 5.01 pm
frozen vibrations change current by: -1.5 %
electrical power: 3.09 uW
```
